# The spin-orbit g shift from the field-induced spin current

### The hydrogen atom

Rydberg units are used: $\hbar=2m=1$, $e^2=2$, $c=2/\alpha$. A uniform field enters as $\mathbf b=e\mathbf B/c$ in bohr$^{-2}$, so that $\mu_BB=eB/2mc=b$ Ry; one tesla is $4.254\times10^{-6}$ bohr$^{-2}$. The electron has charge $-e$ and kinetic momentum $\boldsymbol\pi=\mathbf p+\mathbf a$, with $\mathbf a=\tfrac12\mathbf b\times(\mathbf r-\mathbf O)$ and gauge origin $\mathbf O$. In a potential energy $V$ the spin-orbit operator, derived below, is
$$H_{SO}=\lambda\,\mathbf s\cdot(\nabla V\times\boldsymbol\pi),\qquad \lambda=\alpha^2/2\ \text{ for a Dirac electron.}\tag{1}$$

Take the 1s state, $V=-2/r$, with $\mathbf b=b\hat{\mathbf z}$ and $\mathbf O$ at the nucleus. Since $\pi^2=p^2+\mathbf b\cdot\mathbf L+a^2$ and $\mathbf L\psi=0$, the orbital is unchanged at first order in $b$. The velocity is $i[\pi^2,\mathbf r]=2\boldsymbol\pi$, so the density $\rho=\psi^2$ carries the current $\mathbf j=2\rho\,\mathbf a=b\rho\,\hat{\mathbf z}\times\mathbf r$. The $\mathbf p$ part of (1) is proportional to $\mathbf L\cdot\mathbf s$ and annihilates the state. With $\nabla V=2\mathbf r/r^3$ and $[\mathbf r\times(\hat{\mathbf z}\times\mathbf r)]_z=r^2\sin^2\theta$, the $\mathbf a$ part gives
$$E_{SO}=\lambda s_z\,\tfrac12\int(\nabla V\times\mathbf j)_z\,d^3r=\lambda s_zb\left\langle\frac{\sin^2\theta}{r}\right\rangle=\tfrac23\lambda\,b\,s_z .\tag{2}$$
An energy $\Delta g\,b\,s_z$ is a shift of the g factor, here $\Delta g^{SO}=\alpha^2/3=17.750$ ppm.

The Dirac equation, $H=c\,\boldsymbol\alpha_D\cdot\boldsymbol\pi+\beta mc^2+V$ with $mc^2=2/\alpha^2$, shows whether this is the whole shift. For the spinor $(G\xi,\ iF\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\xi)$, with $\xi$ spin up, the radial equations are $(V+mc^2-E)G+c(F'+2F/r)=0$ and $(V-mc^2-E)F-cG'=0$. Insert $G=r^{\gamma-1}e^{-r}$, $F=tG$, $E=\gamma mc^2$. The $1/r$ terms require $t=\alpha/(1+\gamma)$ and $t=(1-\gamma)/\alpha$, hence $\gamma^2=1-\alpha^2$, and the constant terms repeat the same two conditions. The Zeeman energy $\langle c\,\boldsymbol\alpha_D\cdot\mathbf a\rangle=\tfrac12cb\langle(\mathbf r\times\boldsymbol\alpha_D)_z\rangle$ is set equal to $gb/2$. From $\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m$ one finds $(\hat{\mathbf r}\times\boldsymbol\sigma)_z\,\boldsymbol\sigma\cdot\hat{\mathbf r}=i(\hat r_z\,\boldsymbol\sigma\cdot\hat{\mathbf r}-\sigma_z)$, with angular average $-\tfrac23i\sigma_z$. The factor $i$ of the small component turns this into $+\tfrac23$, and the two off-diagonal blocks of $\boldsymbol\alpha_D$ double it. With $\langle r\rangle=(2\gamma+1)/2$ for the weight $G^2r^2$ and $t/(1+t^2)=\alpha/2$,
$$g=\frac2\alpha\cdot\frac43\cdot\frac\alpha2\cdot\frac{2\gamma+1}2=\tfrac23(1+2\gamma)\approx2-\tfrac23\alpha^2 .\tag{3}$$
The Dirac shift is $-35.501$ ppm, opposite in sign to (2). The integral of the current crossed with $\nabla V$ is thus one part of the g shift, and a further term of the same order, $-\alpha^2$ here, has to be added.

### The Hamiltonian to order $\alpha^2$

Let $\Pi=\boldsymbol\sigma\cdot\boldsymbol\pi$ and $E=mc^2+\varepsilon$. The lower Dirac equation gives the small component $c\Pi\phi/(2mc^2+\varepsilon-V)$. Since $c^2/2mc^2=1$ and $1/2mc^2=\alpha^2/4$, the upper equation expanded to order $\alpha^2$ is
$$(\Pi^2+V-\varepsilon)\phi-\tfrac{\alpha^2}4(\varepsilon\Pi^2-\Pi V\Pi)\phi=0 .$$
The small component is $\alpha\Pi\phi/2$ at leading order, so the normalized function is $\Phi=(1+\alpha^2\Pi^2/8)\phi$. Substitute $\phi=(1-\alpha^2\Pi^2/8)\Phi$ and multiply from the left by the same factor. This adds $-\tfrac{\alpha^2}8\{\Pi^2,\Pi^2+V-\varepsilon\}$, the terms $\varepsilon\Pi^2$ cancel, and
$$H=\Pi^2+V-\tfrac{\alpha^2}4\Pi^4-\tfrac{\alpha^2}8[\Pi,[\Pi,V]] .\tag{4}$$
Because $\boldsymbol\pi\times\boldsymbol\pi=-i\nabla\times\mathbf a=-i\mathbf b$, one has $\Pi^2=\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)=\pi^2+2\,\mathbf b\cdot\mathbf s$. The spin-dependent part of $-\alpha^2\Pi^4/4$ linear in $b$ is $-\alpha^2p^2\,\mathbf b\cdot\mathbf s$, the Zeeman kinetic-energy term (ZKE). With $\mathbf G=\nabla V$, $[\Pi,V]=-i\boldsymbol\sigma\cdot\mathbf G$. Since $\nabla\times\mathbf G=0$, $\boldsymbol\pi\times\mathbf G=-\mathbf G\times\boldsymbol\pi$, which makes $\mathbf G\times\boldsymbol\pi$ Hermitian and gives $[\Pi,\boldsymbol\sigma\cdot\mathbf G]=-i\nabla^2V-2i\boldsymbol\sigma\cdot(\mathbf G\times\boldsymbol\pi)$. The last term of (4) is therefore $\tfrac{\alpha^2}8\nabla^2V+\tfrac{\alpha^2}2\mathbf s\cdot(\mathbf G\times\boldsymbol\pi)$, the Darwin term and (1). For 1s, $\langle p^2\rangle=1$ Ry, the ZKE shift is $-\alpha^2=-53.251$ ppm, and $17.750-53.251=-35.501$ ppm restores (3).

The anomalous moment adds $(g_e-2)\,\mathbf s\cdot\mathbf b'$, where $\mathbf b'$ is the field in the rest frame. To first order in $v/c$, $\mathbf B'=\mathbf B-\mathbf v\times\mathbf E/c$ with $e\mathbf E=\mathbf G$ and $\mathbf v=2\boldsymbol\pi$, so $\mathbf b'=\mathbf b+\tfrac{\alpha^2}2\mathbf G\times\boldsymbol\pi$. The spin Zeeman term becomes $g_e\mathbf b\cdot\mathbf s$ and
$$\lambda=(g_e-1)\frac{\alpha^2}2=\frac{g'\alpha^2}4,\qquad g'=2(g_e-1).\tag{5}$$
With $g_e=2.0023193$, $g'=2.0046386$ and $\lambda=2.66874\times10^{-5}$ bohr$^2$. The ZKE term is written by convention as $-\tfrac12g_e\alpha^2p^2\,\mathbf b\cdot\mathbf s$; the use of $g_e$ in place of 2 there lies beyond order $\alpha^2$ and is only a convention. Terms of order $(g_e-2)\alpha^2$ are not complete in this scheme. The anomalous moment has no isotropic kinetic reduction, and it also feels $-\tfrac12\boldsymbol\beta(\boldsymbol\beta\cdot\mathbf b)$ with $\boldsymbol\beta=\mathbf v/c$, which is second order in $v/c$ and is dropped here. For 1s the convention gives $-(g_e-2)\alpha^2/6$ where the complete terms give $+(g_e-2)\alpha^2/6$, a difference of 0.04 ppm.

### Reduction to one collinear state

Let $N$ electrons have an orbitally nondegenerate ground multiplet of spin $S$, separated by a gap from other states, and a real spin-free Hamiltonian $H_0$. The g tensor is defined by the effective operator $\sum b_\mu g_{\mu\nu}S_\nu$ within the multiplet, first index for the field, second for the spin. Each electron has a term $\lambda\,\mathbf s_i\cdot\mathbf W_i$, $\mathbf W=\mathbf G\times(\mathbf p+\mathbf a)$, and the terms of order $b\lambda$ are wanted.

The spin Zeeman operator $g_e\mathbf b\cdot\mathbf S$ commutes with $H_0$ and $S^2$ and has no matrix element leaving the multiplet, so it forms no second-order cross term. Two terms remain: $\lambda\sum_i\mathbf s_i\cdot(\mathbf G\times\mathbf a)_i$ in first order, and the second-order cross term of $\mathbf b\cdot\mathbf L$ with $\lambda\sum_i\mathbf s_i\cdot(\mathbf G\times\mathbf p)_i$. As $\mathbf L$ and the energy denominators are scalars under spin rotations, both have the form $\sum_\nu O_\nu$ with $O_\nu$ transforming as the $\nu$ component of a spin vector. By the Wigner-Eckart theorem such an operator is proportional to $S_\nu$ within the multiplet, and one matrix element fixes the constant. Quantize along $\hat{\mathbf e}_\nu$ and take $M=S$. The transverse components of $\mathbf s_i$ change $M$ by one and have no diagonal element, so
$$E^{(b\lambda)}=S\sum_\mu b_\mu\,\Delta g^{SO}_{\mu\nu}\tag{6}$$
is the energy bilinear in $b$ and $\lambda$ of an auxiliary problem that has the orbital field and the $M$-conserving operator $\lambda\sum_is_{i\nu}W_{i\nu}$. The term of order $\lambda$ alone vanishes, because the $M=S$ state is real and $\mathbf G\times\mathbf p$ is imaginary and Hermitian.

For $\mathbf b=b\mathbf n$ the level spacing is $|g^T\mathbf b|=b\,(g_e+\mathbf n\cdot\Delta g\cdot\mathbf n)$ to first order in $\Delta g$, so at this order the antisymmetric part of the tensor drops out of the spacing.

The $M=S$ state is now represented by a collinear Kohn-Sham determinant with $N_\uparrow-N_\downarrow=2S$, real orbitals $\psi_{i\sigma}$ at $b=0$, and local potentials $V_\sigma=V_{nuc}+V_H+v_{xc}^\sigma$ that depend on the spin densities and not on currents (LSDA below). An electron of spin $\sigma=\pm1$ is given $\mathbf G_\sigma=\nabla V_\sigma$ in (1). This is a mean-field model of the nuclear and two-electron spin-orbit terms, not a consequence of the spin-free functional, and it omits the spin-other-orbit (SOO) coupling of one spin to the magnetic field of the other electrons' motion.

### From the energy to the current

The energy functional is $E_0[\psi;\mathbf b]+\lambda E_1[\psi;\mathbf b]$. It is stationary with respect to the orbitals, so their dependence on $\lambda$ does not contribute to $dE/d\lambda$ (Hellmann-Feynman), and the order-$\lambda$ energy is $\lambda E_1$ evaluated with the orbitals $\psi(\mathbf b)$ of the problem without spin-orbit coupling:
$$E_{SO}=\lambda\sum_\sigma\frac\sigma2\sum_i\int\psi_{i\sigma}^*(\mathbf G_\sigma\times\boldsymbol\pi)_\nu\,\psi_{i\sigma}\,d^3r .\tag{7}$$
The particle current that belongs to the velocity $2\boldsymbol\pi$ is $\mathbf j_\sigma=2\,\mathrm{Re}\sum_i\psi_{i\sigma}^*\boldsymbol\pi\psi_{i\sigma}$. The integral in (7) is real because the operator is Hermitian, and $\mathbf G_\sigma$ is a real function, so the real part can be taken under the integral:
$$E_{SO}=\frac\lambda4\sum_\sigma\sigma\int(\nabla V_\sigma\times\mathbf j_\sigma)_\nu\,d^3r .\tag{8}$$
At $b=0$ real orbitals carry no current. Write $\mathbf j_\sigma=\sum_\mu b_\mu\mathbf j^\mu_\sigma+\dots$; a change of $V_\sigma$ with $b$ then affects (8) at order $b^2$ or higher. Comparison with (6) gives
$$\Delta g^{SO}_{\mu\nu}=\frac{g'\alpha^2}{16S}\int\left[\nabla V_\uparrow\times\mathbf j^\mu_\uparrow-\nabla V_\downarrow\times\mathbf j^\mu_\downarrow\right]_\nu d^3r .\tag{9}$$
The charge current per unit $B$ is $\mathbf J^\mu=-e(e/c)\mathbf j^\mu=-\alpha\mathbf j^\mu$, and reversing the cross product absorbs the sign:
$$\Delta g^{SO}_{\mu\nu}=\frac{g'\alpha}{16S}\int\left[\mathbf J^\mu_\uparrow\times\nabla V_\uparrow-\mathbf J^\mu_\downarrow\times\nabla V_\downarrow\right]_\nu d^3r .\tag{10}$$
This is the Pickard-Mauri form. If one potential serves both spins, the integrand is the spin current $\mathbf J_\uparrow-\mathbf J_\downarrow$ crossed with $\nabla V$. In Hartree units $e^2/c$ is still $\alpha$, while the numerical values of $V$ and of the velocity are both halved, so the prefactor is $g'\alpha/4S$. The ZKE term, treated as in (6), is isotropic:
$$\Delta g^{ZKE}=-\frac{g_e\alpha^2}{4S}(T_\uparrow-T_\downarrow),\qquad T_\sigma=\sum_i\langle\psi_{i\sigma}|p^2|\psi_{i\sigma}\rangle .\tag{11}$$

### The induced current

The perturbation is $b_\mu L_\mu=-ib_\mu l_\mu$, with $l_\mu=[(\mathbf r-\mathbf O)\times\nabla]_\mu$ real and antisymmetric, so $\langle\psi_i|l_\mu|\psi_i\rangle=0$. Spin labels are dropped, and $h=p^2+V$. Try $\psi_i(b)=\psi_i-ib\chi_i$ with real $\chi_i$. The first-order density change $2\,\mathrm{Re}\sum\psi_i(-ib\chi_i)$ is zero, the potential does not respond, and the equations decouple, which makes the trial form consistent:
$$(h-\varepsilon_i)\chi_i=-l_\mu\psi_i,\qquad \chi_i=\sum_{k\ne i}\psi_k\frac{\langle k|l_\mu|i\rangle}{\varepsilon_i-\varepsilon_k}.\tag{12}$$
At first order $2\,\mathrm{Re}[\psi^*(-i\nabla)\psi]=2b\,\mathrm{Re}[\psi(-i\nabla)(-i\chi)+i\chi(-i\nabla)\psi]=2b(\chi\nabla\psi-\psi\nabla\chi)$. Adding $2\rho\mathbf a$,
$$\mathbf j^\mu=2\sum_i(\chi_i\nabla\psi_i-\psi_i\nabla\chi_i)+\rho\,\hat{\mathbf e}_\mu\times(\mathbf r-\mathbf O).\tag{13}$$
The two parts are the paramagnetic and diamagnetic currents. If $i$ and $k$ are both occupied, the coefficient of $\psi_k$ in $\chi_i$ equals that of $\psi_i$ in $\chi_k$, since numerator and denominator both change sign. The pair contributes a multiple of $(\psi_k\nabla\psi_i-\psi_i\nabla\psi_k)+(\psi_i\nabla\psi_k-\psi_k\nabla\psi_i)=0$, and the sum in (12) can be restricted to empty orbitals $a$.

Define $w_\nu=(\mathbf G\times\nabla)_\nu$, real and antisymmetric, so that $\int(\chi w\psi-\psi w\chi)=2\langle\chi|w|\psi\rangle$. With $\mathbf d=\mathbf r-\mathbf O$ and $\mathbf G\times(\hat{\mathbf e}_\mu\times\mathbf d)=\hat{\mathbf e}_\mu\,\mathbf G\cdot\mathbf d-\mathbf d\,G_\mu$, inserting (13) into (9) gives
$$\Delta g^{p}_{\mu\nu}=\frac\lambda S\sum_\sigma\sigma\sum_{ia}\frac{\langle a|l_\mu|i\rangle\langle a|w_\nu|i\rangle}{\varepsilon_i-\varepsilon_a},\tag{14}$$
$$\Delta g^{d}_{\mu\nu}=\frac\lambda{4S}\sum_\sigma\sigma\int\rho_\sigma\left(\delta_{\mu\nu}\mathbf G_\sigma\cdot\mathbf d-G_{\sigma\mu}d_\nu\right)d^3r ,\tag{15}$$
the sum-over-states term and the gauge correction. The denominator is negative, so in a diagonal element a majority-spin excitation lowers $g$ and a minority-spin excitation raises it whenever the two matrix elements have the same sign. Near an attractive centre $\mathbf G\times\nabla=(V'/r)\,\mathbf r\times\nabla$ with $V'>0$, which favours equal signs. This is a rule of thumb only, because $V'/r$ varies with position and the orbitals extend over several centres. The denominators also mark the limits of the result: as a gap closes toward the spin-orbit matrix elements, first order in $\lambda$ fails, and for an orbitally degenerate state real orbitals are no longer the right starting point. With exact exchange the Fock operator depends on the imaginary part of the density matrix, which does change at first order, and (12) becomes coupled.

Move the origin to $\mathbf O+\mathbf t$. Then $l_\mu$ changes by $-(\mathbf t\times\nabla)_\mu$, and the change of $\chi$ obeys $(h-\varepsilon)\delta\chi=(\mathbf t\times\nabla)_\mu\psi$. For a local $V$ and a linear function $f$, $(h-\varepsilon)(f\psi)=-2\nabla f\cdot\nabla\psi$. The choice $f=-\tfrac12\mathbf r\cdot(\hat{\mathbf e}_\mu\times\mathbf t)$ gives $(\hat{\mathbf e}_\mu\times\mathbf t)\cdot\nabla\psi=(\mathbf t\times\nabla)_\mu\psi$, so $\delta\chi_i=f\psi_i$, up to a multiple of $\psi_i$ that carries no current. The paramagnetic current changes by $-2\rho\nabla f=\rho\,\hat{\mathbf e}_\mu\times\mathbf t$ and the diamagnetic one by the opposite amount. The total current and (9) are independent of the origin, while the paramagnetic and diamagnetic currents separately are not. Their contributions (14) and (15) change only through $\int\rho_\sigma\mathbf G_\sigma\,d^3r=\sum_i\langle\psi_{i\sigma}|[\nabla,h]|\psi_{i\sigma}\rangle$, which vanishes for bound eigenstates of $h$, so for exact orbitals each of them is independent of the origin as well. The proof needs a $V$ that commutes with $f$, which a nonlocal pseudopotential does not, and a basis that contains $f\psi_i$. In a finite basis both changes are still linear in $\hat{\mathbf e}_\mu\times\mathbf t$, so for some fixed matrix $R$
$$\delta\Delta g_{\mu\nu}=\sum_k(\hat{\mathbf e}_\mu\times\mathbf t)_kR_{k\nu}.\tag{16}$$

### An anisotropic oscillator

For $V=\sum_i\kappa_i^2x_i^2$ the ground state is $\psi\propto\exp(-\tfrac12\sum\kappa_ix_i^2)$, the quanta are $2\kappa_i$, and $\langle x_i^2\rangle=1/2\kappa_i$. For a field along $z$, $l_z\psi=(x\partial_y-y\partial_x)\psi=(\kappa_x-\kappa_y)xy\psi$. The function $xy\psi$ is an eigenstate with excitation energy $2(\kappa_x+\kappa_y)$, so (12) gives $\chi=Cxy\psi$ with $C=-(\kappa_x-\kappa_y)/2(\kappa_x+\kappa_y)$. The paramagnetic current is $-2C\rho\nabla(xy)=-2C\rho\,(y,x,0)$ and the diamagnetic one $\rho\,(-y,x,0)$. Since $1+2C=2\kappa_y/(\kappa_x+\kappa_y)$ and $1-2C=2\kappa_x/(\kappa_x+\kappa_y)$,
$$\mathbf j^z=\frac{2\rho}{\kappa_x+\kappa_y}(-\kappa_yy,\ \kappa_xx,\ 0).\tag{17}$$
Its divergence is proportional to $(-2\kappa_xx)(-\kappa_yy)+(-2\kappa_yy)(\kappa_xx)=0$: the current follows the elliptical contours of $\rho$. With $G_i=2\kappa_i^2x_i$, $\int(G_xj_y-G_yj_x)=4(\kappa_x^3\langle x^2\rangle+\kappa_y^3\langle y^2\rangle)/(\kappa_x+\kappa_y)$, and for $S=\tfrac12$ the prefactor $\lambda/4S$ of (9) is $\lambda/2$:
$$\Delta g_{zz}=\lambda\,\frac{\kappa_x^2+\kappa_y^2}{\kappa_x+\kappa_y}.\tag{18}$$
The diamagnetic part is $\lambda(\kappa_x+\kappa_y)/2$ and the paramagnetic part $\lambda(\kappa_x-\kappa_y)^2/2(\kappa_x+\kappa_y)$, which vanishes for axial symmetry, as for hydrogen. It is positive, against the rule of thumb after (15), because $w_z\psi=-2\kappa_x\kappa_y(\kappa_x-\kappa_y)xy\psi$ is opposite in sign to $l_z\psi$.

For $\kappa=(0.3,0.5,0.8)$ bohr$^{-2}$, $\Delta g_{zz}=26.6874\text{ ppm}\times0.34/0.8=11.342$ ppm, and cyclically $\Delta g_{xx}=18.271$, $\Delta g_{yy}=17.711$ ppm. The direction $\mathbf n=(1,2,2)/3$ gives $(\Delta g_{xx}+4\Delta g_{yy}+4\Delta g_{zz})/9=14.942$ ppm from the unrounded elements. Diagonalizing $\pi^2+V+g_e\mathbf b\cdot\mathbf s+H_{SO}$, spin flips included, among spinor oscillator states with up to three quanta at $b=10^{-3}$ bohr$^{-2}$, and taking the doublet splitting over $b$ minus $g_e$, gives these four values to the digits shown, also with the origin moved to $(1,-2,0.5)$ bohr. For $S=1$, couple a second, separate oscillator with $\kappa=(0.4,1.0,0.6)$ bohr$^{-2}$, whose own $\Delta g_{zz}$ is 22.112 ppm, by $-J\mathbf s_1\cdot\mathbf s_2$ with $J=0.1$ Ry. In (9) the two currents add and the prefactor is halved, so the shift is $(11.342+22.112)/2=16.727$ ppm; half the spread of the triplet, from diagonalization with up to two quanta on each oscillator, gives the same 16.727 ppm.

### The formyl radical

HCO ($S=\tfrac12$) is taken at a rounded, unoptimized geometry: C–O along $x$ at 2.22 bohr, C–H at 2.12 bohr and 124° from it in the $xy$ plane, with $y>0$. The level is unrestricted LSDA (Slater exchange, VWN5 correlation) with all electrons, the 6-311G** basis (42 functions), a density-fitted Hartree potential, and the origin at the centre of nuclear charge, $(1.105,0.117,0)$ bohr. The currents (13) come from the sum over empty orbitals, and (9) is integrated on an atom-centred grid of 37593 points. The orbital gaps are 0.145 Ry for spin up and 0.472 Ry for spin down. Under the mirror $z\to-z$ the $x$ and $y$ components of an axial vector are odd and the $z$ component is even, so the elements $xz$, $zx$, $yz$, $zy$ vanish. The others, in ppm, split by current or by potential:

| part | xx | yy | zz | xy | yx |
|---|---|---|---|---|---|
| paramagnetic | −10720.5 | −811.1 | 3011.3 | 2827.5 | 2662.0 |
| diamagnetic | 72.2 | 52.6 | 80.0 | −9.0 | −10.0 |
| nuclear | −13362.9 | −905.1 | 3790.7 | 3486.9 | 3304.6 |
| Hartree | 3371.3 | 192.0 | −876.5 | −849.5 | −810.2 |
| xc | −656.8 | −45.4 | 177.1 | 181.1 | 157.8 |
| total | −10648.4 | −758.5 | 3091.3 | 2818.5 | 2652.1 |

The decimals serve the arithmetic and not the accuracy of the model. Only this one basis is used, its convergence is not shown, and the origin dependence found below (up to 154 ppm per bohr) signals that it is incomplete for this property. In $xx$ the Hartree part cancels $3371.3/13362.9=25\%$ of the nuclear part and the xc part adds $4.9\%$ of it, and the same signs hold in all five columns. In a spherical atom Gauss's law makes $\nabla V_H$ oppose $\nabla V_{nuc}$; that this screening sets the Hartree sign in the molecule is a conjecture. The large negative $xx$ element comes from the spin-up excitation across the 0.145 Ry gap: its term in (14) is about $-11140$ ppm, and all other terms of (14) together give about $+420$ ppm.

The same elements follow from (6) without any current. Self-consistent complex orbitals are found with the field along $\mu$ and the operator $\pm\lambda\tfrac\sigma2W_\nu$, whose matrix is built from the zero-field $V_\sigma$ by partial integration, without $\nabla V_\sigma$. Complex conjugation maps $(b,\lambda)$ to $(-b,-\lambda)$, so terms of odd total order vanish and $E(+\lambda)-E(-\lambda)=2Sb\,\Delta g_{\mu\nu}$ up to $\lambda b^3$ and $\lambda^3b$. At $b=5\times10^{-4}$ bohr$^{-2}$, where $2Sb=b$, the $xx$ difference is $-5.3240\times10^{-6}$ Ry and $\Delta g_{xx}=-5.3240\times10^{-6}/5\times10^{-4}=-10648.0$ ppm, 0.4 ppm from the integral. The differences $1.4092\times10^{-6}$ Ry (field $x$, spin $y$) and $1.3260\times10^{-6}$ Ry (field $y$, spin $x$) give 2818 and 2652 ppm, which confirms the index order of (9) for this basis and origin. The asymmetry of 166 ppm is itself origin-dependent here, since a shift of 1 bohr along $x$ raises $yx$ by 153.6 ppm and leaves $xy$ unchanged (see below), so it does not establish that the tensor is nonsymmetric in a complete basis. With the field along $y$ and $\lambda=0$, the norm of the change in the real part of the density matrix grows by a factor of 3.998 when $b$ goes from 0.004 to 0.008 bohr$^{-2}$, the quadratic behaviour behind (12), and the current at 0.004 divided by $b$ has a root-mean-square deviation from (13) of at most $8.4\times10^{-5}$ of the root-mean-square size of (13), for either spin.

The symmetric in-plane block has off-diagonal element $(2818.5+2652.1)/2=2735.3$, mean $-5703.45$ and half-difference $4944.95$ ppm. Its eigenvalues are $-5703.45\mp\sqrt{4944.95^2+2735.3^2}=-11354.5$ and $-52.4$ ppm, and $\tan2\theta=2735.3/4944.95$ puts the axis of the lower one 14.5° from C–O. From $T_\uparrow-T_\downarrow=114.5172-110.6782=3.839$ Ry, (11) gives $-2.00232\,\alpha^2\times3.839/2=-204.7$ ppm. The principal shifts become $-11559$, $-257$ and $2887$ ppm, or $g=1.9908$, $2.0021$, $2.0052$.

Moving the origin by 1 bohr along $x$ changes $yy$, $zz$, $yx$ by $-30.4$, $-80.4$, $153.6$ ppm, and along $y$ it changes $xx$, $zz$, $xy$ by $-153.6$, $9.3$, $30.4$ ppm. This is the pattern of (16): nothing changes for $\hat{\mathbf e}_\mu\parallel\mathbf t$, and $\hat{\mathbf e}_y\times\hat{\mathbf x}=-\hat{\mathbf z}=-\hat{\mathbf e}_x\times\hat{\mathbf y}$ makes $R_{zx}=-153.6$ and $R_{zy}=30.4$ ppm per bohr each appear twice with opposite signs. The largest change is 1.4% of $|\Delta g_{xx}|$. For the middle principal value, with axis $\mathbf n=(0.250,0.968,0)$ and $\mathbf t$ in the plane, (16) gives the first-order change $(\mathbf n\times\mathbf t)_z(R_{zx}n_x+R_{zy}n_y)=-9.0\,(\mathbf n\times\mathbf t)_z$ ppm, that is $+8.7$ ppm per bohr along $x$ and $-2.2$ ppm per bohr along $y$. The larger of these is 17% of the value $-52.4$ ppm itself. The ZKE term supplies most of the $-257$ ppm. The three $g$ values omit SOO, terms of order $\lambda^2$, vibrational averaging and the errors of functional and basis, and they are results of this model, not estimates of a measured tensor.

All numerical values are calculated from the stated model.
